\section*{Short-Range Ewald Interaction, Finite-Size Error and the Model Periodic Coulomb Remedy}

\section{One charge in a neutral sphere}

Put a unit point charge at the centre of a sphere of radius $R$ and volume $\Omega=4\pi R^3/3$, and fill the sphere with uniform charge of density $-1/\Omega$. The whole is neutral, so by Gauss's law there is no field outside. Inside, at distance $r$, the enclosed charge is $1-r^3/R^3$, and the radial field is
\begin{equation}
\mathcal E(r)=\frac1{r^2}-\frac r{R^3}.
\end{equation}
Integrating $\phi'=-\mathcal E$ with $\phi(R)=0$ gives
\begin{equation}
\phi(r)=\frac1r-\frac3{2R}+\frac{r^2}{2R^3}
=\frac1r-\frac3{2R}+\frac{2\pi r^2}{3\Omega}.
\label{sphere}
\end{equation}
The last step uses $1/R^3=4\pi/(3\Omega)$. The quadratic term is the potential of the neutralizing background. It vanishes as $\Omega\to\infty$ at fixed $r$, but not at finite volume. For a uniform background of another shape the quadratic term can depend on direction; its Laplacian inside the background is still $4\pi/\Omega$.

Now surround the central charge, taken as an electron, by a deficit of one electron spread over a shell of radius $a<R$. This is a crude exchange-correlation hole. Its interaction with the electron should be $-1/a$, in units of the squared charge. Apart from the constant, (\ref{sphere}) gives instead $-1/a-2\pi a^2/(3\Omega)$. The binding is too strong by an amount proportional to $1/\Omega$. A periodic cell behaves in the same way.

\section{The periodic kernel}

Rydberg units are used: lengths in bohr, $\hbar=1$, $2m=1$, $e^2=2$. Kernels such as $1/r$ carry no factor $e^2$; energies do. The cell has volume $\Omega$ and lattice vectors $\mathbf R$; $\mathbf G$ are the reciprocal vectors. The Ewald kernel $v_E$ is the periodic solution, with zero average over the cell, of
\begin{equation}
\nabla^2v_E=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].
\label{poisson}
\end{equation}
In Fourier components this reads
\begin{equation}
v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\label{fourier}
\end{equation}

To obtain a rapidly convergent form, note that a Gaussian charge $(\kappa/\sqrt\pi)^3e^{-\kappa^2r^2}$ has potential $\mathrm{erf}(\kappa r)/r$ and Fourier transform $e^{-G^2/4\kappa^2}$. Hence $h(r)=\mathrm{erfc}(\kappa r)/r$ has the transform
\begin{equation}
\hat h(G)=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\kappa^2}\big),\qquad \hat h(0)=\frac\pi{\kappa^2}.
\end{equation}
Poisson summation, $\sum_{\mathbf R}h(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf G}\hat h(G)e^{i\mathbf G\cdot\mathbf r}$, turns this part of (\ref{fourier}) into a lattice sum. The term $\mathbf G=0$, absent from (\ref{fourier}), must be subtracted:
\begin{equation}
v_E=\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}
-\frac{\pi}{\kappa^2\Omega}.
\end{equation}
The value does not depend on $\kappa>0$. Since $[\mathrm{erfc}(\kappa r)-1]/r\to-2\kappa/\sqrt\pi$, the constant $\xi=\lim_{r\to0}(v_E-1/r)$ is
\begin{equation}
\xi=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\kappa R)}R
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}
-\frac\pi{\kappa^2\Omega}-\frac{2\kappa}{\sqrt\pi}.
\end{equation}
For a simple cubic cell of edge $L$ it equals $-2.837297/L$.

\section{Expansion at short range}

Let $w=v_E-1/r$, and let $d$ be the distance to the nearest image. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the source at the origin cancels in (\ref{poisson}), leaving
\begin{equation}
\nabla^2w=\frac{4\pi}\Omega\qquad(r<d).
\label{lap}
\end{equation}
Thus $w$ is smooth near the origin. It is even, because the lattice is, so there are no odd powers:
\begin{equation}
w=\xi+\tfrac12\,\mathbf r\cdot\mathsf H\,\mathbf r+O(r^4),\qquad \mathrm{tr}\,\mathsf H=\frac{4\pi}\Omega.
\end{equation}
Cubic symmetry makes $\mathsf H$ a multiple of the unit matrix, namely $4\pi/(3\Omega)$. Therefore
\begin{equation}
\boxed{\,v_E(\mathbf r)=\frac1r+\xi+\frac{2\pi r^2}{3\Omega}+O(r^4)\,}\qquad\text{(cubic cell)}.
\label{expansion}
\end{equation}
The role of $\xi$ is settled in the next section.

The remainder is harmonic, since the quadratic term already supplies the whole Laplacian (\ref{lap}). The fourth-order harmonic polynomial with cubic symmetry is $x^4+y^4+z^4-\tfrac35r^4$. On the unit sphere it is $2/5$ along $[100]$ and $-4/15$ along $[111]$. At $r=0.1L$ the quadratic term is $0.020944/L$, while $v_E-1/r-\xi$ is $0.021255/L$ along $[100]$ and $0.020738/L$ along $[111]$. The deviations, $+0.000311/L$ and $-0.000206/L$, have opposite signs, and the ratio of the $[111]$ value to the $[100]$ value is close to $(-4/15)/(2/5)=-2/3$, as it should be. Halving $r$ along $[100]$ reduces the deviation by a factor 16.02, close to $2^4$.

In a cell of lower symmetry nothing forces $\mathsf H$ to be isotropic, and in general it is not. For a tetragonal cell with $c/a=1.5$, finite differences give $H_{xx}=4.50/a^3$ and $H_{zz}=-0.63/a^3$: along the long axis the curvature even has the opposite sign. One statement survives for every lattice. The function $w-2\pi r^2/(3\Omega)$ is harmonic for $r<d$, so its average over a sphere equals its value at the centre:
\begin{equation}
\langle v_E\rangle_{\text{sphere}}=\frac1r+\xi+\frac{2\pi r^2}{3\Omega}\qquad(r<d).
\label{mean}
\end{equation}
This has no higher-order correction. A spherical hole therefore feels the isotropic quadratic term even in a non-cubic cell.

\section{Which part of the energy is affected}

For $N$ electrons in the cell the interaction energy is
\begin{equation}
E_{ee}=\frac{e^2}2\Big\langle\sum_{i\ne j}v_E(\mathbf r_i-\mathbf r_j)+N\xi\Big\rangle .
\label{eee}
\end{equation}
The term $N\xi$ is the interaction of each electron with its own images and their background. A separate uniform background contributes nothing, because $v_E$ has zero average.

Define the density $n(\mathbf r)$ and the pair density $n_2(\mathbf r,\mathbf r')=\langle\sum_{i\ne j}\delta(\mathbf r-\mathbf r_i)\delta(\mathbf r'-\mathbf r_j)\rangle$. Their integrals give
\begin{equation}
\iint(n_2-nn')=N(N-1)-N^2=-N,
\label{sumrule}
\end{equation}
with $n'=n(\mathbf r')$. Add and subtract $nn'$ in (\ref{eee}), and write $N\xi=-\xi\iint(n_2-nn')$:
\begin{equation}
E_{ee}=\frac{e^2}2\iint nn'\,v_E+\frac{e^2}2\iint(n_2-nn')(v_E-\xi).
\label{split}
\end{equation}
The first term is the Hartree energy. For it, $v_E$ is the correct kernel: a periodic density produces a periodic potential. The second is the exchange-correlation part of the interaction energy. Writing $n_2-nn'=n(\mathbf r)\rho_{xc}(\mathbf r,\mathbf r')$ defines the hole, of total charge $-1$ in units of the electron's charge. The constant has dropped out here, but the quadratic term has not. An electron and its hole should interact through $1/r$; in the cell there is an additional interaction. Its average over directions is $2\pi r^2/(3\Omega)$ for $r<d$, by (\ref{mean}). In a cubic cell this is also the leading term in each direction; in a cell of lower symmetry the quadratic term itself depends on direction.

\section{The error for a short-ranged hole}

Take the uniform gas, $n=N/\Omega$, where the hole depends on the separation $\mathbf u$. Assume that the finite cell reproduces the hole of the infinite gas, apart from its periodic repetition. Integrating the repeated hole over one cell against the periodic $v_E$ equals integrating the single hole over all space. If the hole is spherical and negligible beyond $d$, (\ref{mean}) gives the error per electron
\begin{equation}
\Delta=\frac{e^2}2\,\frac{2\pi}{3\Omega}\,M_2,\qquad M_2=\int\rho_{xc}(u)u^2\,d^3u .
\label{delta}
\end{equation}

The second moment can be read from the structure factor $S(k)=1+\int\rho_{xc}e^{-i\mathbf k\cdot\mathbf u}d^3u$. Expand the exponential and average over angles, with $\langle(\mathbf k\cdot\mathbf u)^2\rangle=k^2u^2/3$:
\begin{equation}
S(k)=1-1-\frac{k^2}6M_2+\dots=\alpha k^2+\dots,\qquad M_2=-6\alpha .
\end{equation}
Consequently
\begin{equation}
\Delta=-\frac{2\pi e^2\alpha}\Omega .
\label{alphaerror}
\end{equation}

The same result has a reciprocal-space reading. In Fourier components the Ewald energy per electron is
\begin{equation}
\frac{e^2}2\Big[\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\{S(G)-1\}+\xi\Big],
\label{gsum}
\end{equation}
whereas the infinite gas has the integral over $\mathbf k$. The difference between sum and integral for the part $-1$ is $-\xi$, by the definition of $\xi$, and cancels the last term. For the smooth function $4\pi S/k^2$, the sum including $\mathbf G=0$ agrees with the integral up to terms governed by the distant tail of its Fourier transform. The omitted value at the origin is $4\pi\alpha$, and its absence gives (\ref{alphaerror}).

\section{The plasmon fixes the coefficient}

Let $\rho_{\mathbf k}=\sum_ie^{-i\mathbf k\cdot\mathbf r_i}$, and let $|m\rangle$ be the excited states with energies $E_m$. Inversion symmetry lets us write
\begin{equation}
\sum_m(E_m-E_0)|\langle m|\rho_{\mathbf k}|0\rangle|^2=\tfrac12\langle[\rho_{\mathbf k}^\dagger,[H,\rho_{\mathbf k}]]\rangle .
\end{equation}
Potentials commute with $\rho_{\mathbf k}$; the kinetic energy $\sum_i p_i^2$ does not. For one electron,
\begin{align}
[p^2,e^{-i\mathbf k\cdot\mathbf r}]&=e^{-i\mathbf k\cdot\mathbf r}(k^2-2\mathbf k\cdot\mathbf p),\\
[e^{i\mathbf k\cdot\mathbf r},e^{-i\mathbf k\cdot\mathbf r}(k^2-2\mathbf k\cdot\mathbf p)]
&=(k^2-2\mathbf k\cdot\mathbf p)-(-k^2-2\mathbf k\cdot\mathbf p)=2k^2 .
\end{align}
The sum is thus $Nk^2$. On the other hand $NS(k)=\sum_m|\langle m|\rho_{\mathbf k}|0\rangle|^2$ for $\mathbf k\neq0$. If at small $k$ one mode of energy $\omega_p$ exhausts both sums, then $\omega_pS(k)=k^2$, so $\alpha=1/\omega_p$.

The plasma frequency follows from a rigid displacement $x$ of the electrons against the background. The restoring force per electron is $-4\pi ne^2x$, so $\omega_p^2=4\pi ne^2/m=16\pi n$. With $e^2=2$ and $\Omega=N/n$, (\ref{alphaerror}) becomes
\begin{equation}
\boxed{\,\Delta=-\frac{4\pi n}{N\omega_p}=-\frac{\omega_p}{4N}\,}
\label{plasmon}
\end{equation}
per electron. To this order the error of the whole cell is $-\omega_p/4$, independent of $N$ at fixed density. The result carries the assumptions behind (\ref{delta}). The hole of the interacting gas has a weak algebraic tail, because $S(k)$ contains non-analytic terms of higher order in $k$, so for the gas (\ref{plasmon}) is the leading term in $1/N$ and not an exact value. Below it is tested in finite cells only for a Gaussian model hole.

The single-mode assumption was tested in the random-phase approximation at $r_s=1$, where $r_s$ is the radius of the sphere containing one electron on average. There $S\omega_p/k^2$ is 0.988 at $k=0.10k_F$ and 0.997 at $0.05k_F$, with $k_F$ the Fermi wavevector. The values approach one as $k$ decreases.

\section{The model periodic Coulomb interaction}

Equation (\ref{split}) shows what to change. Keep $v_E$ in the Hartree term, and let the hole interact through
\begin{equation}
f(\mathbf r)=\frac1{|\mathbf r-\mathbf R_{\mathbf r}|},
\end{equation}
where $\mathbf R_{\mathbf r}$ is the lattice vector nearest to $\mathbf r$. This is $1/r$ with $\mathbf r$ reduced to the Wigner--Seitz cell. The interaction energy becomes
\begin{equation}
E_{ee}^{\rm MPC}=\frac{e^2}2\iint nn'\,v_E+\frac{e^2}2\iint(n_2-nn')f .
\label{mpc}
\end{equation}
Using $f$ in the Hartree term too would spoil the electrostatics. For a density wave with $G=2\pi/L$ in the cubic cell, the Fourier component of $f$ is 1.212 times the correct $4\pi/G^2$.

To find the Hamiltonian, collect the terms in $nn'$ and add the kinetic energy $T$ and external potential $V$:
\begin{equation}
F[\Psi]=\langle T+V\rangle+\frac{e^2}2\iint n_2f+\frac{e^2}2\iint nn'(v_E-f).
\end{equation}
The first two terms are expectation values of fixed operators. The last is quadratic in $n$. Its kernel is symmetric, so both factors contribute equally to the variation:
\begin{equation}
\delta\,\frac{e^2}2\iint nn'(v_E-f)=e^2\int\delta n(\mathbf r)\,W(\mathbf r)\,d^3r,
\end{equation}
\begin{equation}
W(\mathbf r)=\int n(\mathbf r')[v_E-f](\mathbf r-\mathbf r')\,d^3r'.
\end{equation}
This is the variation produced by a one-body potential $e^2W$. Stationarity at fixed norm therefore gives $H\Psi=\lambda\Psi$, with
\begin{equation}
\boxed{\,H=T+V+e^2\sum_{i<j}f(\mathbf r_i-\mathbf r_j)+e^2\sum_iW(\mathbf r_i)\,}.
\label{hamiltonian}
\end{equation}
The density in $W$ must be that of $\Psi$ itself, so the problem is self-consistent. The eigenvalue is not the energy: $\langle\sum_iW\rangle=\iint nn'(v_E-f)$ is twice what $F$ contains. Hence
\begin{equation}
E=\langle H\rangle-\frac{e^2}2\iint nn'(v_E-f).
\end{equation}
For two particles on a ring, a finite-difference variation of the corresponding functional confirms the operator, and a direct comparison of $\langle H\rangle$ with the functional confirms the double-counting term.

In the uniform gas $v_E$ integrates to zero, so $W=-nI$ with $I=\int_{\rm WS}f\,d^3r$. The one-body terms sum to $-e^2NnI$, and the double-counting term returns $+e^2NnI/2$:
\begin{equation}
E_{ee}^{\rm MPC}=e^2\Big\langle\sum_{i<j}f(\mathbf r_i-\mathbf r_j)\Big\rangle-\frac{e^2}2NnI .
\end{equation}
For the simple cubic cell $I=2.380077L^2$. The added term is a constant and does not affect the wavefunction.

The remaining interaction error for a given hole is
\begin{equation}
\Delta_{\rm MPC}=\frac{e^2}2\int\rho_{xc}(u)\Big[f(\mathbf u)-\frac1u\Big]d^3u .
\label{tail}
\end{equation}
The bracket vanishes inside the Wigner--Seitz cell, so a hole that fits there has no such error. Outside, the nearest-image distance is at most $u$, so the bracket is nonnegative; a hole that is negative everywhere then gives a negative error.

\section{A Gaussian hole at $r_s=1$}

Choose the model
\begin{equation}
S(k)=1-e^{-\alpha k^2},\qquad
\rho_{xc}(u)=-\frac{e^{-u^2/4\alpha}}{(4\pi\alpha)^{3/2}},\qquad \alpha=\frac1{\omega_p}.
\end{equation}
It has charge $-1$ and the required small-$k$ form, but it is not the true hole of the gas. At $r_s=1$, $n=3/(4\pi)=0.2387$ bohr$^{-3}$, $\omega_p=\sqrt{16\pi n}=3.464$ Ry and $\alpha=0.2887$ bohr$^2$. The pair function at contact, $g(0)=1+\rho_{xc}(0)/n=0.394$, is positive, as a probability requires.

With $e^2/2=1$, the infinite-system energy per electron is
\begin{equation}
U_\infty=-\frac{4\pi}{(4\pi\alpha)^{3/2}}\int_0^\infty u\,e^{-u^2/4\alpha}du
=-\frac{8\pi\alpha}{(4\pi\alpha)^{3/2}}=-\frac1{\sqrt{\pi\alpha}},
\end{equation}
or $-1.050075$ Ry. For $N=54$, $L=(54/n)^{1/3}=6.093$ bohr. The sum (\ref{gsum}) gives $-1.066113$ Ry, so the Ewald error is
\begin{equation}
-1.066113+1.050075=-0.016038\ \text{Ry},\qquad
-\frac{3.46410}{4\times54}=-0.016038\ \text{Ry}.
\end{equation}
This is $-0.218$ eV per electron, or $-0.866$ Ry for the cell. The MPC energy differs from $U_\infty$ by $-5.8\times10^{-6}$ Ry per electron.

At $N=14$ the Ewald error is $-0.06186$ Ry, still in agreement with (\ref{plasmon}), while the MPC error is $-0.0031$ Ry. The two methods make different demands on the hole. Formula (\ref{mean}) holds out to the nearest image at $L$, but the bracket in (\ref{tail}) already departs from zero beyond the cell faces at $L/2$. At $N=162$ the MPC error is below $10^{-9}$ Ry in magnitude. These small values belong to the Gaussian tail and say nothing about the accuracy of a complete calculation.

\section{A hole with a slow tail}

The Hartree--Fock hole of the unpolarized gas violates the assumption of a finite second moment. Its structure factor is one minus the overlap fraction of two Fermi spheres displaced by $k$:
\begin{equation}
S_{\rm HF}(k)=\tfrac32x-\tfrac12x^3,\qquad x=\frac k{2k_F}\le1,
\end{equation}
and $S_{\rm HF}=1$ for $x>1$. It starts as $3k/(4k_F)$, not as $k^2$. The inverse transform of $k$, with a convergence factor $e^{-\varepsilon k}$, is
\begin{equation}
\frac1{2\pi^2u}\lim_{\varepsilon\to0}\int_0^\infty k^2\sin(ku)e^{-\varepsilon k}dk
=\frac1{2\pi^2u}\Big(-\frac2{u^3}\Big)=-\frac1{\pi^2u^4}.
\end{equation}
The non-oscillating tail of the hole is therefore $-3/(4\pi^2k_Fu^4)$. Its second moment, cut off at a distance of order $L$, grows as $L$; multiplied by $1/\Omega$ as in (\ref{delta}), it gives an error of order $L^{-2}\propto N^{-2/3}$ per electron.

The remedy does not change this power. In (\ref{tail}) set $\mathbf u=L\mathbf y$: the volume element gives $L^3$, the tail $L^{-4}$ and the bracket $L^{-1}$, again $L^{-2}$ in total. At $r_s=1$ the Ewald error is $-0.03416$ Ry per electron for $N=125$ and $-0.00854$ Ry for $N=1000$. The MPC errors are $-0.01870$ and $-0.00465$ Ry. Between these sizes the fitted powers of $N$ are $-0.667$ and $-0.670$. Here the remedy removes a little under half of the error.

\section{What remains uncorrected}

The calculation above isolates the interaction energy of a prescribed hole. In a real finite-cell calculation the hole itself may differ from that of the infinite gas, and (\ref{mpc}) does not restore it. Nor does it correct the finite-size error of the kinetic energy. The choice of Hamiltonian also matters: (\ref{hamiltonian}) changes the forces between distant electrons, and hence can change the wavefunction. Evaluating (\ref{mpc}) with a wavefunction obtained from the Ewald Hamiltonian is a different approximation from solving (\ref{hamiltonian}) self-consistently.

The numerical output below lists the values for all the cells considered.

\section*{Calculated quantities}
\begin{verbatim}
Unit cube (lengths in L, kernels in 1/L)
xi = -2.837297 1/L
cell integral of v_E = -8.9e-16 L^2
2 pi r^2/3 at r = 0.1 L: 0.020944 1/L
v_E - 1/r - xi at 0.1 L along 100: 0.021255 1/L
v_E - 1/r - xi at 0.1 L along 111: 0.020738 1/L
residual ratio, r = 0.1 L to 0.05 L: 16.024
sphere-average defect at 0.6 L, cubic: -4.8e-15 1/L
same, tetragonal c/a = 1.5: -2.9e-15 1/a
tetragonal curvature xx: 4.5042 1/a^3
tetragonal curvature zz: -0.6294 1/a^3
trace: 8.3790, 4 pi/Omega: 8.3776 1/a^3
minimum-image / true Hartree kernel, G = 2 pi/L: 1.2119
cell integral of 1/r = 2.380077 L^2
Uniform gas
r_s = 1.0 bohr, n = 0.238732 bohr^-3
k_F = 1.91916 bohr^-1, omega_p = 3.46410 Ry
alpha = 0.288675 bohr^2
RPA S(k) omega_p/k^2 at k = 0.10 k_F: 0.98755
RPA S(k) omega_p/k^2 at k = 0.05 k_F: 0.99675
Gaussian hole
second moment = -1.732051 bohr^2
g(0) = 0.3937
infinite-system energy = -1.050075 Ry per electron
N = 14, L = 3.8851 bohr (energies in Ry/electron)
  Ewald energy -1.111934, MPC energy -1.053142
  Ewald error -0.061858, -omega_p/(4N) -0.061859
  MPC error -3.07e-03
N = 54, L = 6.0929 bohr (energies in Ry/electron)
  Ewald energy -1.066113, MPC energy -1.050081
  Ewald error -0.016038, -omega_p/(4N) -0.016038
  MPC error -5.83e-06
N = 162, L = 8.7876 bohr (energies in Ry/electron)
  Ewald energy -1.055421, MPC energy -1.050075
  Ewald error -0.005346, -omega_p/(4N) -0.005346
  MPC error -2.63e-10
real-space Ewald energy, N = 54: -1.066113 Ry per electron
Ewald error, N = 54: -0.2182 eV per electron
Ewald error of whole cell, N = 54: -0.86603 Ry
Hartree-Fock hole
infinite-system energy = -0.916331 Ry per electron
N = 125: Ewald error -0.034161, MPC error -0.018700 Ry/electron
N = 1000: Ewald error -0.008535, MPC error -0.004645 Ry/electron
power of N: Ewald -0.6669, MPC -0.6697
Two particles on a ring (model energy units)
slope of functional -0.6703441, operator -0.6703441
double-counting term -0.732111
\end{verbatim}
